# Shape Transition of a Strained Island of Fixed Height: Two Thresholds

A flat-topped epitaxial island of fixed height $h$ and widths $s$ and $t$ has two energies that depend on its shape. Its edges cost an energy proportional to $h(s+t)$. Its misfit stress pulls on the substrate along the same edges, and the substrate deforms elastically, which lowers the energy. Forces on an elastic surface interact as $1/r$, so the relaxation energy of lines of force scales as their length, apart from a logarithm that comes from each line acting on itself. If both widths are multiplied by $\lambda$, the relaxation energy must therefore have the form

$$E_{\rm el}(\lambda s,\lambda t)=\lambda E_{\rm el}(s,t)-2ch^2\lambda(s+t)\ln\lambda ,$$

where $c$ is an energy density. The edge energy multiplies the same combination $s+t$ as the logarithm, so it can be absorbed into the length that makes the logarithm dimensionless. One length $b$ remains, and every characteristic width is a pure number times $b$. The ratio of the width at which a square island becomes unstable to its optimal width is thus the same for all elastically isotropic materials within this model, as long as the sloping edges are thin compared with the widths. Scaling does not give its value, which depends on how the energy varies with aspect ratio. The Tersoff-Tromp logarithmic energy gives $e$. The full isotropic elastic energy of the same rectangle gives 0.84, and both are derived here. Cubic anisotropy changes the second number in a way that depends on the edge orientation: for rough Si-Ge constants it becomes about 1.2 with edges along $\langle110\rangle$ and about 0.6 with edges along $\langle100\rangle$.

Let $s$ and $t$ be measured at half height, and let the side facets make an angle $\theta$ with the substrate. The four facets have total area $2(s+t)h/\sin\theta$ and cover a projected area $2(s+t)h\cot\theta$. The top has the same surface energy $\gamma_s$ as the wetting layer it replaces, so it adds nothing. With facet energy $\gamma_f$, the excess is

$$E_{\rm s}=2(s+t)h\Gamma,\qquad \Gamma=\frac{\gamma_f}{\sin\theta}-\gamma_s\cot\theta .$$

The volume is $V=hst+h^3\cot^2\theta/3$. The second term is constant at fixed height and small when the widths far exceed $w=h\cot\theta$, the horizontal extent of a facet, so $V=hst$ is used. The strain energy of the unrelaxed island is proportional to volume and does not affect the comparison of shapes.

For the relaxation, take an isotropic half-space with shear modulus $\mu$ and Poisson ratio $\nu$, an island of the same stiffness, and small surface slopes. A coherent film with misfit $\varepsilon$ carries the biaxial stress $\sigma=2\mu\varepsilon(1+\nu)/(1-\nu)$ in magnitude. Let $h(\mathbf r)$ be the local height. A surface displacement $\mathbf u$ changes the film energy to first order by

$$\int\sigma h\,\nabla\!\cdot\mathbf u\,d^2r=-\int\mathbf f\cdot\mathbf u\,d^2r,\qquad \mathbf f=\sigma\nabla h ,$$

after integration by parts. The film thus exerts the tangential force density $\mathbf f$ on the substrate. The substrate stores $+\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r$, so the total at equilibrium is $-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r$.

Because $\mathbf f$ is a gradient, each Fourier component points along its wave vector and poses a plane-strain problem. Let the solid fill $z\le0$ and carry the surface traction $\tau\cos kx$ along $x$. The stress function $\Phi=-(\tau/k)\,z\,e^{kz}\sin kx$ is biharmonic, since $\nabla^2\Phi=-2\tau e^{kz}\sin kx$ is harmonic. It gives

$$\sigma_{xz}=-\partial_x\partial_z\Phi=\tau(1+kz)e^{kz}\cos kx,\qquad \sigma_{zz}=\partial_x^2\Phi=\tau kz\,e^{kz}\sin kx ,$$

which meet the surface conditions. At $z=0$, $\sigma_{xx}=\partial_z^2\Phi=-2\tau\sin kx$. Plane strain gives $\partial_xu_x=(1-\nu)\sigma_{xx}/(2\mu)$ where $\sigma_{zz}=0$, and integration yields

$$u_x=\frac{1-\nu}{\mu k}\,\tau\cos kx .$$

In two dimensions the Fourier transform of $1/r$ is $2\pi/k$, so the factor $1/k$ corresponds to $1/(2\pi r)$. The relaxation energy is

$$E_{\rm el}=-\frac c2\iint\frac{\nabla h(\mathbf r)\cdot\nabla'h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r',\qquad c=\frac{\sigma^2(1-\nu)}{2\pi\mu}.$$

The gradient is nonzero only on the facets, where it is normal to the edge. In this form of the energy, perpendicular edges have no cross-terms, because their gradients have zero scalar product. The actual forces on them do interact, but for a gradient force density the scalar form gives the same total energy. Two parallel lines of length $t$ at distance $d$ contribute

$$I(t,d)=2\int_0^t\frac{t-y}{\sqrt{y^2+d^2}}\,dy=2\left[t\,\mathrm{arsinh}\frac td-\sqrt{t^2+d^2}+d\right].$$

For $d\ll t$ this becomes $2t\ln(2t/d)-2t$. An edge acting on itself is a strip of width $w$ with uniform slope, so the logarithm is averaged over the distance between two points across the strip:

$$\langle\ln d\rangle=\ln w+2\int_0^1(1-x)\ln x\,dx=\ln w-\tfrac32 .$$

The self-term therefore contains the cutoff $p=e^{-3/2}w$, which can also be written $\phi h$ with $\phi=e^{-3/2}\cot\theta$. Opposite edges have opposite gradients. The pair of length $t$ and separation $s$ gives two self-terms and, with the opposite sign, two equal cross-terms. With $D=\sqrt{s^2+t^2}$ and $\mathrm{arsinh}(t/s)=\ln[(t+D)/s]$, its energy is

$$-\frac{ch^2}{2}\left[4t\ln\frac{2t}{p}-4t-2I(t,s)\right]=-2ch^2\left[t\ln\frac{2st}{(t+D)p}+D-s-t\right].$$

Adding the other pair gives $E_{\rm el}=-2ch^2B$ with

$$B=t\ln\frac{2st}{(t+D)p}+s\ln\frac{2st}{(s+D)p}+2(D-s-t).$$

The surface energy equals $2ch^2(s+t)\,\Gamma/(ch)$. It is included by replacing $p$ in $B$ with

$$b=p\,e^{\Gamma/(ch)} .$$

From here on $B$ contains $b$, and $E=-2ch^2B$ is the whole shape-dependent energy.

The Tersoff-Tromp form replaces $B$ by

$$B_{\log}=t\ln\frac sb+s\ln\frac tb .$$

Each edge keeps its logarithm, cut off at the distance of the opposite edge. The difference is

$$B_{\log}-B=t\ln\frac{t+D}{2t}+s\ln\frac{s+D}{2s}+2(s+t-D).$$

If this were proportional to $s+t$, it would merely change $\Gamma$. It is not: in units of $s$ it is 1.548 for $t=s$ and 2.124 for $t=2s$, whereas proportionality would require 2.322 in the second case. When $\ln(s/p)$ is large and the aspect ratio is of order one, the omitted terms are small beside the elastic energy alone. Near the optimal size, however, the edge energy cancels most of that large logarithm. What remains, $\ln(s/b)$, is of order one, and so are the omitted terms.

Take the logarithmic energy first. Dividing $-2ch^2B_{\log}$ by $hst$ separates the two widths:

$$\frac EV=-2ch\left[\frac{\ln(s/b)}s+\frac{\ln(t/b)}t\right].$$

Define $\alpha_0=eb$, $u=\ln(s/\alpha_0)$ and $v=\ln(t/\alpha_0)$. Since $\ln(s/b)=1+u$ and $1/s=e^{-u}/\alpha_0$,

$$\frac EV=\frac{2ch}{\alpha_0}\,[g(u)+g(v)],\qquad g(u)=-(1+u)e^{-u}.$$

The derivatives are $g'=ue^{-u}$ and $g''=(1-u)e^{-u}$. The first is negative below $u=0$ and positive above it, so $g$ has its single minimum there. The island with the lowest energy per volume is a square of width $\alpha_0$.

Stability is a different question, because an isolated island changes shape at fixed volume. With $h$ also fixed, the area $st=a^2$ is constant. Write $s=ae^{-\delta}$, $t=ae^{\delta}$ and $U=\ln(a/\alpha_0)$, so that $u=U-\delta$ and $v=U+\delta$. For $G(\delta)=g(U-\delta)+g(U+\delta)$,

$$G''(0)=2g''(U)=2(1-U)e^{-U}.$$

This changes sign at $U=1$. In the logarithmic model the square therefore becomes unstable at

$$a=e\,\alpha_0 ,$$

which is $e$ times its optimal width. Beyond this width $g$ is concave, and the energy gained by narrowing one side exceeds the energy lost by lengthening the other.

The first derivative shows what replaces the square:

$$G'(\delta)=g'(U+\delta)-g'(U-\delta)=2e^{-U}\sinh\delta\,(\delta\coth\delta-U).$$

The function $\delta\coth\delta$ starts at 1 and increases for $\delta>0$, since its derivative is $(\sinh\delta\cosh\delta-\delta)/\sinh^2\delta$. For $U\le1$ the square is thus the lowest rectangle. For $U>1$ the energy falls as $\delta$ grows, until $\delta\coth\delta=U$, and then rises. The elongated shape grows continuously out of the square, and $\delta\coth\delta\simeq1+\delta^2/3$ gives $\delta^2\simeq3\ln[a/(e\alpha_0)]$ near the threshold. In terms of the aspect ratio $r=t/s=e^{2\delta}$,

$$\ln\frac s{\alpha_0}=\delta(\coth\delta-1)=\frac{\ln r}{r-1},\qquad s=\alpha_0\,r^{1/(r-1)},\qquad t=rs .$$

As $r\to1$ the width is $e\alpha_0$, and as $r\to\infty$ it returns to $\alpha_0$. The island narrows while it lengthens.

Now restore the omitted terms. Written with inverse hyperbolic sines,

$$B=t\ln\frac{2t}b-t\,\mathrm{arsinh}\frac ts+s\ln\frac{2s}b-s\,\mathrm{arsinh}\frac st+2D-2s-2t .$$

In the derivative with respect to $t$, the two inverse functions contribute $-t/D$ and $+s^2/(tD)$ through their arguments, and $2D$ contributes $2t/D$. These add up to $D/t$, so

$$\frac{\partial B}{\partial t}=\ln\frac{2st}{(t+D)b}+\frac Dt-1 ,$$

and $\partial B/\partial s$ follows by exchanging $s$ and $t$. At fixed area $dB/d\delta=t\,\partial_tB-s\,\partial_sB$, in which the terms $D$ cancel. With $D=aq$ and $q=\sqrt{2\cosh2\delta}$,

$$\frac{dB}{d\delta}=2a\sinh\delta\left[\ln\frac{2a}b-F(\delta)\right],$$

$$F(\delta)=1+\frac{e^{\delta}\ln(e^{\delta}+q)-e^{-\delta}\ln(e^{-\delta}+q)}{2\sinh\delta}.$$

Since $E=-2ch^2B$, elongation lowers the energy as long as $\ln(2a/b)>F(\delta)$. For small $\delta$ the numerator is $2\delta$ times the derivative of $m=e^\delta\ln(e^\delta+q)$ at zero. There $q=\sqrt2$ and $q'=0$, so $m'(0)=\ln(1+\sqrt2)+\sqrt2-1$. Hence $F(0)=\sqrt2+\ln(1+\sqrt2)$, and the square loses stability at

$$a_c=\frac{1+\sqrt2}2\,e^{\sqrt2}\,b\simeq1.83\,\alpha_0 .$$

The optimal square follows from setting $s=t=a$:

$$\frac EV=-\frac{4ch}a\left[\ln\frac{2a}{(1+\sqrt2)b}+\sqrt2-2\right].$$

A function of the form $-\ln(a/K)/a$, with constant $K$, is lowest where its logarithm equals one. Here this means that the square bracket is one, so

$$a_0=\frac{1+\sqrt2}2\,e^{3-\sqrt2}\,b,\qquad \frac{a_c}{a_0}=e^{2\sqrt2-3}\simeq0.842 .$$

With the full isotropic energy, the square becomes unstable before it reaches its optimal width. The margin is small, and the cubic anisotropy treated below can reverse this order. The optimal square is a saddle: a change of size at fixed shape raises the energy per volume, while a stretch at fixed volume lowers it. The factor $e$ is thus a property of the logarithmic energy and does not survive in the full energy of this model.

The onset remains continuous. Expanding $F$ to second order gives $F(0)+(m'''-m')\delta^2/6$, with derivatives taken at zero. Let $\ell=\ln(e^\delta+q)$. Then $m'''-m'=2\ell'+3\ell''+\ell'''$. At zero the argument of the logarithm is $1+\sqrt2$, and its first three derivatives are $1$, $1+2\sqrt2$ and $1$. These give $\ell'=\sqrt2-1$, $\ell''=\sqrt2$ and $\ell'''=-\sqrt2$, so that

$$F(\delta)\simeq F(0)+\frac{4\sqrt2-2}6\,\delta^2,\qquad \delta^2\simeq\frac{6\ln(a/a_c)}{4\sqrt2-2}\simeq1.64\ln\frac a{a_c}.$$

The coefficient of $\delta^2$ in $F$ is positive, so the elongated shape appears above $a_c$. Evaluated at 800 points from $\delta=0.01$ to 8, $F$ increases throughout, which indicates a single elongated minimum in that range. For large $\delta$, $q\to e^\delta$ and $F\to1+\ln2+\delta$. The stationary condition then gives $s=ae^{-\delta}=eb=\alpha_0$. The length $\alpha_0$ therefore keeps a meaning in the full model: it is the width of a long island.

The long limit also shows where the logarithmic form goes wrong. For $t\gg s$,

$$B\simeq t\ln\frac sb+s\left[\ln\frac{2s}b-2\right],$$

whereas $B_{\log}$ has $s\ln(t/b)$ as its second term. The short end edges cannot build up a logarithm over a distance greater than their own length $s$. At $s=\alpha_0$ the bracket is $\ln2-1$, which is negative, so the ends cost energy. The logarithmic form instead credits them with a gain that grows with $t$. An infinite wire of width $\alpha_0$ has $E/V=-2ch/\alpha_0$ in both models. The best square has twice that gain in the logarithmic model, but only $2\alpha_0/a_0\simeq0.92$ of it in the full one.

For numbers, take rough values in the regime of a Si-Ge alloy island on Si(001): $\mu=55$ GPa, $\nu=0.20$, misfit 2 %, height 3 nm, facets at $25.24^\circ$, and $\gamma_f=\gamma_s=1$ J/m². Then

$$\sigma=\frac{2(55)(1.2)(0.02)}{0.8}=3.30\ \text{GPa},\qquad c=\frac{(3.30)^2(0.8)}{2\pi(55)}=0.0252\ \text{GPa}.$$

This gives $ch=0.0756$ J/m². The geometry gives $\Gamma=0.224$ J/m², $w=6.36$ nm and $p=1.42$ nm. The exponent is $\Gamma/(ch)=2.96$, so $b=27.4$ nm and $\alpha_0=74.5$ nm. The facets are narrow compared with the island, as assumed.

In the logarithmic model the optimal square is 74.5 nm wide and becomes unstable at 203 nm. At aspect ratio 2 the widths are 149 and 298 nm; at 10 they are 96 and 962 nm. With the full isotropic energy the square becomes unstable at 136 nm, below its optimal width of 162 nm. These are thin-edge values. Integrating over planar facets that meet at the corners, and using the exact volume, leaves the threshold at 136 nm but moves the optimum to 159 nm and the ratio from 0.842 to 0.855. The energies per volume are $-11.8$ meV/nm³ for that optimal square and $-12.7$ meV/nm³ for the infinite wire.

At the area where the logarithmic square would just become unstable, $\sqrt{st}=203$ nm, numerical minimization of the full isotropic energy gives an island of 84 by 490 nm, with aspect ratio 5.9. At the same height and volume it lies 88 eV below the square (87 eV with planar facets). The thermal energy at 870 K is 0.075 eV, so thermal fluctuations cannot hide this difference. Whether an island reaches the lower shape during growth depends on atomic transport, which this energy comparison does not treat.

The absolute widths are less certain than the ratios, because $b$ depends exponentially on $\Gamma/(ch)$. Raising the facet energy by 1 %, with all else fixed, multiplies all the widths by 1.36. Equal facet and top energies are a convenience, and real ones are not known to 1 %. The facet slope of 0.47 is not very small either. If its neglected effect changed the edge energy by the slope times $ch$, a guess at its scale, the widths would change by a factor of 1.6. For thin edges, such errors per unit edge length leave $a_c/a_0$ unchanged. With the planar facets of the example, an error of this size and either sign moves the ratio only between 0.850 and 0.863.

Cubic elasticity is a further correction. With rough constants $C_{11}=148$, $C_{12}=56$ and $C_{44}=74$ GPa, solving for the decaying plane-strain modes along [110] and using the cubic biaxial stress lowers $c$ to 0.0201 GPa. At fixed $\Gamma$ and $h$ this enlarges the widths by a factor of 2.1 relative to the rough isotropic values above. Those values are not an average of these cubic constants, so the factor is not a measure of anisotropy alone. 
The surface response also depends on direction, and this changes the pure numbers. Let the edge normals lie along [110] and [1-10], and let $\varphi$ be the angle from one of them. The response exceeds its [110] value by a fraction close to $g\sin^22\varphi$, with $g=0.12$ reached along [100]. In Fourier space the elastic energy weights $|h_{\mathbf k}|^2$ by $k$, so the excess adds the weight $kg\sin^22\varphi=4gk_x^2k_y^2/k^3$. The factors $k_x^2k_y^2$ cancel the denominators in $|h_{\mathbf k}|^2$ of a rectangle. What remains is $1/k^3$, which corresponds to a distance in real space, and only the distances between corners enter:

$$B\to B+4g(s+t-D).$$

For the square this lowers $\ln a_0$ by $2g(2-\sqrt2)$. It also raises $\ln a_c$ by $4g(\sqrt2-1)$, because stretching at fixed area now costs more. Together,

$$\frac{a_c}{a_0}=e^{2\sqrt2(1+g)-3},$$

which is 1.18 for $g=0.12$ and passes through 1 at $g\simeq0.06$. With these cubic constants and the computed angular response, which differs slightly from the $\sin^22\varphi$ form, the optimal square in the thin-edge limit is 295 nm wide and becomes unstable only at 348 nm. It is then stable against stretching, and its energy per volume lies 6 % below that of the infinite wire. The isotropic order of the two widths therefore does not carry over to this cubic example. The reversal depends on orientation. For edge normals along [100] and [010] the response is largest along the normals, $g$ is replaced by about $-g/(1+g)\simeq-0.11$, and the ratio falls to 0.62. The constants also matter: those of pure Si for the half-space give $g\simeq0.11$ and a ratio of 1.15 for [110] normals.
 Real Si-Ge islands can also intermix with the substrate, change facets and grow in height, and then the fixed-height comparison no longer applies. The widths above are therefore estimates of scale, not predictions for a given growth run.

Coherence limits the height as well. A threading dislocation, with its Burgers vector length taken as $\beta=0.384$ nm, can extend a misfit line when the film force on it exceeds the line tension. Let the Burgers vector make an angle of $60^\circ$ both with the misfit line and with the in-plane normal to that line. The film force is then $\sigma h$ times the component $\beta/2$ along this normal. With the isotropic elastic line energy, in which the added 1 represents the core, the balance is

$$\frac{\sigma h\beta}2=\frac{\mu\beta^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac h\beta+1\right],$$

and its solution with $h>\beta$ is $h=4.1$ nm. The chosen 3 nm lies below this estimate, which is for a continuous film; an island relaxes part of its stress at its edges.
